# Strain Dependence of the Band Gap of Semiconducting Carbon Nanotubes: verification in Python

```python
"""Gap change of a semiconducting carbon nanotube (n,m) under axial strain.

Result under test, leading order in bond length / radius:
    dEg/de = s * 3 * t0 * (1 + nu) * cos(3 theta)
    s = +1 for (n-m) mod 3 = 1,  s = -1 for (n-m) mod 3 = 2
t0: hopping at the unstrained bond length a; hopping = t0*(a/r)**2
nu: Poisson ratio; e: axial strain; theta: chiral angle from zigzag
Eg: single-particle gap.  Complex numbers hold plane vectors:
real part along the circumference, imaginary part along the tube axis.
Energies in eV, lengths in nm.
"""
from math import gcd
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar

T0 = 2.7
BOND = 0.142
NU = 0.2
STRAIN = 0.01
TEMPERATURE = 300.0
SIGMA_RATIO = 2.0     # rough |V_pp-sigma| / |V_pp-pi|
EPS_R = 4.0           # rough effective screening
MAIN = (13, 5)


def geometry(n, m):
    """Radius, chiral angle, lattice vectors and the three bonds."""
    lattice = np.sqrt(3) * BOND
    radius = lattice * np.sqrt(n*n + n*m + m*m) / (2*np.pi)
    theta = np.arctan2(np.sqrt(3)*m, 2*n + m)
    a1 = lattice * np.exp(-1j*theta)
    a2 = lattice * np.exp(1j*(np.pi/3 - theta))
    first = (a1 + a2) / 3
    return radius, theta, a1, a2, np.array([first, first - a1, first - a2])


def deform(vectors, strain, nu=NU):
    return (np.real(vectors)*(1 - nu*strain)
            + 1j*np.imag(vectors)*(1 + strain))


def flat_hops(n, m, strain, nu=NU, exponent=2.0, shift=0.0):
    """Hoppings of the strained sheet; shift = sublattice shift per strain."""
    bonds = deform(geometry(n, m)[4], strain, nu) + shift*strain
    return T0 * (BOND/np.abs(bonds))**exponent


def curved_hops(n, m, strain):
    """Hoppings between radial p orbitals on the strained cylinder."""
    radius, _, _, _, bonds = geometry(n, m)
    radius = radius * (1 - NU*strain)
    bonds = deform(bonds, strain)
    turn = bonds.real / radius
    length2 = (2*radius*np.sin(turn/2))**2 + bonds.imag**2
    tilt = (radius * 2*np.sin(turn/2)**2)**2 / length2
    return T0*BOND**2/length2 * (np.cos(turn) + (1 + SIGMA_RATIO)*tilt)


def line_gap(n, m, hops):
    """Twice the minimum of |f| on the allowed lines next to the K point."""
    norm = np.hypot(n, m)
    base = (n - m) // 3
    best = np.inf
    for q in (base, base + 1):
        offset = 2*np.pi*(q - (n - m)/3) / norm**2

        def modulus(s):
            alpha1 = 2*np.pi/3 + offset*n - s*m/norm
            alpha2 = -2*np.pi/3 + offset*m + s*n/norm
            return abs(hops[0] + hops[1]*np.exp(-1j*alpha1)
                       + hops[2]*np.exp(-1j*alpha2))
        found = minimize_scalar(modulus, bounds=(-0.6, 0.6),
                                method="bounded", options={"xatol": 1e-10})
        best = min(best, 2*found.fun)
    return best


def slope(n, m, hop_function=flat_hops, step=1e-5, **options):
    up = line_gap(n, m, hop_function(n, m, step, **options))
    down = line_gap(n, m, hop_function(n, m, -step, **options))
    return (up - down) / (2*step)


def sign_of(n, m):
    return {1: 1, 2: -1}[(n - m) % 3]


def leading(n, m, nu=NU):
    return sign_of(n, m)*3*T0*(1 + nu)*np.cos(3*geometry(n, m)[1])


def next_term(n, m):
    radius, theta = geometry(n, m)[:2]
    factor = -(1 - NU) + (1 + NU)*(1 + np.sin(3*theta)**2)/2
    return T0*BOND/radius*factor


def real_space_gap(n, m, strain):
    """Gap from a tube cell of atoms, neighbours found by distance."""
    _, _, a1, a2, bonds = geometry(n, m)
    common = gcd(2*n + m, 2*m + n)
    p, r = (2*m + n)//common, -(2*n + m)//common
    det = n*r - m*p
    reach = n + m + abs(p) + abs(r)
    i, j = np.meshgrid(np.arange(-reach, reach + 1),
                       np.arange(-reach, reach + 1))
    u, v = (i*r - j*p)/det, (n*j - m*i)/det
    inside = (u > -1e-9) & (u < 1 - 1e-9) & (v > -1e-9) & (v < 1 - 1e-9)
    site_a = (i*a1 + j*a2)[inside]
    assert len(site_a) == abs(det)
    site_b = deform(site_a + bonds[0], strain)
    site_a = deform(site_a, strain)
    around = deform(n*a1 + m*a2, strain)
    along = deform(p*a1 + r*a2, strain)
    blocks = {}
    neighbours = 0
    for cell in (-1, 0, 1):
        block = np.zeros((len(site_a), len(site_a)))
        for wrap in (-1, 0, 1):
            dist = np.abs(site_b[None, :] - site_a[:, None]
                          + wrap*around + cell*along)
            near = dist < 1.25*BOND
            neighbours += near.sum()
            block[near] += T0*(BOND/dist[near])**2
        blocks[cell] = block
    assert neighbours == 3*len(site_a)

    def gap_at(k):
        matrix = sum(np.exp(1j*k*c)*b for c, b in blocks.items())
        return 2*np.linalg.svd(matrix, compute_uv=False)[-1]
    grid = np.linspace(-np.pi, np.pi, 81)
    values = [gap_at(k) for k in grid]
    centre = grid[int(np.argmin(values))]
    width = grid[1] - grid[0]
    found = minimize_scalar(gap_at, bounds=(centre - width, centre + width),
                            method="bounded", options={"xatol": 1e-9})
    return min(found.fun, min(values))


def spring_response(n, m, nu):
    """Transverse strain and sublattice shift per axial strain, springs."""
    kappa = (1 - nu)/(1 + nu)
    bend = kappa/(12 - 6*kappa)       # bend / stretch force constant
    bonds = geometry(n, m)[4]

    def coordinates(x):
        moved = (bonds.real*(1 + x[1]) + x[2]
                 + 1j*(bonds.imag*(1 + x[0]) + x[3]))
        angles = np.angle(np.roll(moved, -1)/moved)
        return np.concatenate([np.abs(moved),
                               BOND*np.sqrt(2*bend)*angles])
    h = 1e-6
    jac = np.array([(coordinates(h*row) - coordinates(-h*row))/(2*h)
                    for row in np.eye(4)]).T
    answer = np.linalg.lstsq(jac[:, 1:], -jac[:, 0], rcond=None)[0]
    return answer[0], answer[1] + 1j*answer[2], bend


# Phase formula against diagonalization of real-space tube cells
cell_error = 0.0
for tube in ((10, 0), (6, 4)):
    for e in (0.0, 0.015):
        difference = (real_space_gap(*tube, e)
                      - line_gap(*tube, flat_hops(*tube, e)))
        cell_error = max(cell_error, abs(difference))
assert cell_error < 1e-7

# Slopes: sign, leading law and next order as the radius grows
tubes = ((17, 0), (16, 0), (13, 5), (12, 5), (10, 9))
for n, m in tubes:
    for scale in (1, 4, 16):
        big = (scale*n, scale*m)
        ratio = BOND/geometry(*big)[0]
        error = slope(*big) - leading(*big) - next_term(*big)
        assert abs(error) < 1.5*T0*ratio**2
    if (n, m) != (10, 9):
        assert abs(slope(*big)/leading(*big) - 1) < 0.01

# Sublattice relaxation from springs, and another hopping exponent
wide = (16*MAIN[0], 16*MAIN[1])
for nu in (0.1, 0.2, 0.3):
    transverse, shift, _ = spring_response(*wide, nu)
    assert abs(transverse + nu) < 1e-6
    relaxed = slope(*wide, nu=nu, shift=shift)
    target = leading(*wide, nu=nu)*(1 - nu)/(1 + nu)
    assert abs(relaxed/target - 1) < 0.015
steep_wide = slope(*wide, exponent=3.0)
assert abs(steep_wide/(1.5*leading(*wide)) - 1) < 0.015

# Curved hoppings must return to the flat ones for a wide tube
assert abs(slope(*wide, hop_function=curved_hops)/slope(*wide) - 1) < 0.01

# Worked example
radius, theta = geometry(*MAIN)[:2]
gap0 = line_gap(*MAIN, flat_hops(*MAIN, 0.0))
gap1 = line_gap(*MAIN, flat_hops(*MAIN, STRAIN))
main_slope = slope(*MAIN)
_, shift, bend = spring_response(*MAIN, NU)
relaxed_slope = slope(*MAIN, shift=shift)
steep_slope = slope(*MAIN, exponent=3.0)
curved_gap = line_gap(*MAIN, curved_hops(*MAIN, 0.0))
curved_slope = slope(*MAIN, hop_function=curved_hops)
thermal = const.k*TEMPERATURE/const.e
coulomb = const.e/(4*np.pi*const.epsilon_0*EPS_R*2*radius*1e-9)
step_shift = slope(*MAIN, step=1e-4) - main_slope
hartree = const.physical_constants["Hartree energy in eV"][0]

print(f"Hopping t0 = {T0:.2f} eV, bond a = {BOND:.3f} nm, nu = {NU:.2f}")
print(f"Strain = {100*STRAIN:.1f} %, temperature = {TEMPERATURE:.0f} K")
print(f"3 t0 (1+nu) = {3*T0*(1+NU):.3f} eV per unit strain")
print("Tubes: slopes in eV per unit strain (flat model)")
print("(n,m) diam/nm theta/deg cos3theta gap/eV leading next-order numeric")
for n, m in tubes:
    rad, ang = geometry(n, m)[:2]
    print(f"({n},{m}) {2*rad:.3f} {np.degrees(ang):.2f} {np.cos(3*ang):.4f}"
          f" {line_gap(n, m, flat_hops(n, m, 0.0)):.4f}"
          f" {leading(n, m):.3f} {leading(n, m)+next_term(n, m):.3f}"
          f" {slope(n, m):.3f}")
print(f"Main tube {MAIN}: radius = {radius:.4f} nm")
print(f"Gap estimate t0 a/R = {T0*BOND/radius:.4f} eV")
print(f"Unstrained gap, numeric = {gap0:.4f} eV")
print(f"Leading slope = {leading(*MAIN):.4f} eV per unit strain")
print(f"Leading slope = {leading(*MAIN)/hartree:.4f} hartree per unit strain")
print(f"Leading slope = {10*leading(*MAIN):.2f} meV per percent strain")
print(f"Next-order term = {next_term(*MAIN):.4f} eV per unit strain")
print(f"Numeric slope = {main_slope:.4f} eV per unit strain")
print(f"Slope shift, step 1e-5 to 1e-4 = {step_shift:.1e} eV")
print(f"Gap change at the strain, leading = {1e3*leading(*MAIN)*STRAIN:.2f} meV")
print(f"Gap change at the strain, numeric = {1e3*(gap1-gap0):.2f} meV")
print(f"Nonlinear part = {1e3*(gap1-gap0-main_slope*STRAIN):.3f} meV")
print("Neglected effects, main tube")
print(f"Spring ratio bend/stretch = {bend:.4f}")
print(f"Relaxation factor (1-nu)/(1+nu) = {(1-NU)/(1+NU):.4f}")
print(f"Slope with sublattice relaxation = {relaxed_slope:.3f} eV")
print(f"Slope with hopping exponent 3 = {steep_slope:.3f} eV")
print(f"Rough sigma/pi hopping ratio = {SIGMA_RATIO:.1f}")
print(f"Gap with curvature = {curved_gap:.4f} eV")
print(f"Slope with curvature = {curved_slope:.3f} eV")
print(f"Thermal energy kT = {1e3*thermal:.2f} meV")
print(f"Coulomb scale at one diameter, eps_r {EPS_R:.0f} = {coulomb:.3f} eV")
print(f"Largest real-space check error = {cell_error:.1e} eV")
print("PASS")
```

It prints:

```
Hopping t0 = 2.70 eV, bond a = 0.142 nm, nu = 0.20
Strain = 1.0 %, temperature = 300 K
3 t0 (1+nu) = 9.720 eV per unit strain
Tubes: slopes in eV per unit strain (flat model)
(n,m) diam/nm theta/deg cos3theta gap/eV leading next-order numeric
(17,0) 1.331 0.00 1.0000 0.5860 -9.720 -9.835 -9.837
(16,0) 1.253 0.00 1.0000 0.6002 9.720 9.598 9.600
(13,5) 1.260 15.61 0.6842 0.6155 -6.651 -6.578 -6.563
(12,5) 1.185 16.63 0.6444 0.6378 6.263 6.361 6.346
(10,9) 1.289 28.26 0.0910 0.5928 0.885 1.120 1.116
Main tube (13, 5): radius = 0.6300 nm
Gap estimate t0 a/R = 0.6086 eV
Unstrained gap, numeric = 0.6155 eV
Leading slope = -6.6507 eV per unit strain
Leading slope = -0.2444 hartree per unit strain
Leading slope = -66.51 meV per percent strain
Next-order term = 0.0725 eV per unit strain
Numeric slope = -6.5635 eV per unit strain
Slope shift, step 1e-5 to 1e-4 = -1.7e-07 eV
Gap change at the strain, leading = -66.51 meV
Gap change at the strain, numeric = -64.58 meV
Nonlinear part = 1.055 meV
Neglected effects, main tube
Spring ratio bend/stretch = 0.0833
Relaxation factor (1-nu)/(1+nu) = 0.6667
Slope with sublattice relaxation = -4.540 eV
Slope with hopping exponent 3 = -9.845 eV
Rough sigma/pi hopping ratio = 2.0
Gap with curvature = 0.6047 eV
Slope with curvature = -6.559 eV
Thermal energy kT = 25.85 meV
Coulomb scale at one diameter, eps_r 4 = 0.286 eV
Largest real-space check error = 2.7e-15 eV
PASS
```
